# Depolarizing field of a polarized spherical grain in a dielectric matrix, part 1

(Sections cited here and not found follow in the second part.)

## The field and its reduction by the two permittivities

A spherical grain of radius $a$ is centred at the origin and lies in an unbounded matrix. It carries a uniform spontaneous polarization $P_s>0$ along the $z$ axis. In spherical coordinates, $r$ is the distance from the centre and $\theta$ the angle from $z$. The relative permittivity is $\varepsilon_i$ in the grain and $\varepsilon_m$ in the matrix, both positive and uniform, and $\varepsilon_0$ is the vacuum permittivity. SI units are used. There is no free charge and no applied field, and the problem is static.

The spontaneous polarization is the polarization that the grain has when the electric field in it is zero. It is held fixed. Any further polarization that a field produces in the grain is taken to be linear in the field and is counted in $\varepsilon_i$. The displacement $\mathbf D$ is therefore

$$
\mathbf D=\varepsilon_0\varepsilon_i\mathbf E+P_s\hat{\mathbf z}\quad(r<a),\qquad
\mathbf D=\varepsilon_0\varepsilon_m\mathbf E\quad(r>a).
$$

This division matters for the result. The total polarization of the grain is $P_s\hat{\mathbf z}+\varepsilon_0(\varepsilon_i-1)\mathbf E$, and for $\varepsilon_i\ne1$ it differs from $P_s\hat{\mathbf z}$ as soon as there is a field.

In a static problem $\nabla\times\mathbf E=0$, so that $\mathbf E=-\nabla\phi$ with a potential $\phi$. Without free charge, $\nabla\cdot\mathbf D=0$. Inside the grain the divergence of the constant vector $P_s\hat{\mathbf z}$ vanishes, and what remains is $\varepsilon_0\varepsilon_i\nabla\cdot\mathbf E=0$. In the matrix $\varepsilon_0\varepsilon_m\nabla\cdot\mathbf E=0$. Each region thus obeys Laplace's equation,

$$
\nabla^2\phi=0 .
$$

The source of the field sits at the interface, where the polarization ends. It enters through the boundary conditions. The potential is continuous there, because a jump would mean an infinite field. The radial component of $\mathbf D$ is also continuous: the flux of $\mathbf D$ out of a flat box that encloses a small piece of the interface is zero, and the sides of the box contribute nothing when its height shrinks to zero.

The spontaneous polarization has the radial component $P_s\cos\theta$ at the surface. This suggests a potential with the same angular dependence. Two such solutions of Laplace's equation are at hand. One is $z=r\cos\theta$, whose second derivatives all vanish. The other is $\cos\theta/r^2=-\partial(1/r)/\partial z$, which is harmonic away from the origin because $1/r$ is. The first is finite at the centre and the second decays at large distance, so the trial potential is

$$
\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=\frac{B\cos\theta}{r^2}.
$$

Here $E_{\rm in}$ is the $z$ component of the interior field, since $-\partial\phi_{\rm in}/\partial z=E_{\rm in}$. It may have either sign. The constant $B$ measures the strength of the outer dipole field.

Continuity of the potential at $r=a$ requires $-E_{\rm in}a=B/a^2$ for every angle, hence

$$
B=-E_{\rm in}a^3 .
$$

The radial field inside is $E_{\rm in}\cos\theta$. Outside it is

$$
E_r=-\frac{\partial\phi_{\rm out}}{\partial r}
=\frac{2B\cos\theta}{r^3},
$$

which at $r=a$ becomes $-2E_{\rm in}\cos\theta$. Continuity of the radial displacement then reads

$$
\varepsilon_0\varepsilon_iE_{\rm in}\cos\theta+P_s\cos\theta
=-2\varepsilon_0\varepsilon_mE_{\rm in}\cos\theta .
$$

The factor $\cos\theta$ is common to all terms, so one value of $E_{\rm in}$ satisfies the condition over the whole surface. Collecting the terms in $E_{\rm in}$ gives

$$
\boxed{\,E_{\rm in}=-\frac{P_s}{\varepsilon_0(\varepsilon_i+2\varepsilon_m)}\,}
$$

The minus sign shows that the field opposes the polarization, which is why it is called depolarizing. It is uniform and does not depend on the radius.

It remains to show that the trial form has missed nothing. Suppose that two potentials satisfy all the conditions, and let $\psi$ be their difference. The fixed polarization cancels in the difference, so $\nabla\cdot(\varepsilon\nabla\psi)=0$ everywhere, with $\varepsilon$ equal to $\varepsilon_i$ or $\varepsilon_m$. Multiplying by $\psi$ and integrating by parts over all space gives

$$
\int\varepsilon|\nabla\psi|^2\,dV=0 .
$$

The surface term at a large radius $R$ vanishes: $\psi$ falls at least as $1/R$ and its gradient as $1/R^2$, while the area grows as $R^2$. Since both permittivities are positive, $\nabla\psi=0$, and the two fields agree. The solution found is the only one.

The same solution covers a grain whose permittivity depends on direction, provided that one principal axis lies along $P_s$ and the matrix is isotropic. The interior field is then still along $z$, it induces no transverse polarization, and $\varepsilon_i$ means the axial permittivity.

Several limits show what the formula contains. If neither medium responds, $\varepsilon_i=\varepsilon_m=1$ and $E_{\rm in}=-P_s/(3\varepsilon_0)$. A grain in vacuum has $E_{\rm in}=-P_s/[\varepsilon_0(\varepsilon_i+2)]$. If $\varepsilon_m$ grows without limit, the field tends to zero: the matrix then screens the grain as a conductor would. A wide plate polarized along its normal, without electrodes, behaves differently. There is no field outside it, so $D$ is zero outside and, by continuity, inside, and

$$
E_{\rm plate}=-\frac{P_s}{\varepsilon_0\varepsilon_i}.
$$

The permittivity of the surroundings has dropped out. The matrix can reduce the field of a sphere because the field of a sphere extends into it.

The mechanism can be followed through the charge at the interface. Polarization that ends at a surface leaves a bound charge per area equal to its component along the outward normal of the polarized body. There are three contributions. The spontaneous polarization gives

$$
\sigma_s=P_s\cos\theta .
$$

The induced polarization of the grain gives

$$
\sigma_i=\varepsilon_0(\varepsilon_i-1)E_{\rm in}\cos\theta .
$$

For the matrix the outward normal points towards the grain, which reverses the sign. With the outer radial field $-2E_{\rm in}\cos\theta$,

$$
\sigma_m=-\varepsilon_0(\varepsilon_m-1)(-2E_{\rm in}\cos\theta)
=2\varepsilon_0(\varepsilon_m-1)E_{\rm in}\cos\theta .
$$

Because $E_{\rm in}$ is negative, both induced charges oppose $\sigma_s$ when the permittivities exceed one. To add the three, insert $\varepsilon_0E_{\rm in}=-P_s/(\varepsilon_i+2\varepsilon_m)$:

$$
\sigma_s+\sigma_i+\sigma_m
=P_s\cos\theta\,
\frac{\varepsilon_i+2\varepsilon_m-(\varepsilon_i-1)-2(\varepsilon_m-1)}
{\varepsilon_i+2\varepsilon_m}
=\frac{3P_s\cos\theta}{\varepsilon_i+2\varepsilon_m}.
$$

Once all bound charge is counted, the field is that of this charge in vacuum. The limit $\varepsilon_i=\varepsilon_m=1$ showed that a surface charge $\sigma_0\cos\theta$ produces the interior field $-\sigma_0/(3\varepsilon_0)$. With $\sigma_0=3P_s/(\varepsilon_i+2\varepsilon_m)$ this is again the boxed result. Permittivities above one reduce the field by covering part of the spontaneous charge with induced charge of the opposite sign.

The two permittivities do not have equal weight. At fixed $P_s$,

$$
\frac{\partial E_{\rm in}}{\partial\varepsilon_i}
=\frac{P_s}{\varepsilon_0(\varepsilon_i+2\varepsilon_m)^2},\qquad
\frac{\partial E_{\rm in}}{\partial\varepsilon_m}
=\frac{2P_s}{\varepsilon_0(\varepsilon_i+2\varepsilon_m)^2}.
$$

Both derivatives are positive, so each moves the negative field towards zero. A small increase of $\varepsilon_m$ does twice as much as an equal increase of $\varepsilon_i$.

The factor of two comes from the amount of field in each region. The outer dipole field has the components $E_r=2B\cos\theta/r^3$ and $E_\theta=B\sin\theta/r^3$. Its square is $B^2(1+3\cos^2\theta)/r^6$, because $4\cos^2\theta+\sin^2\theta=1+3\cos^2\theta$. The average of $\cos^2\theta$ over directions is $1/3$, so the angular integral of $1+3\cos^2\theta$ is $8\pi$. With $B^2=E_{\rm in}^2a^6$ and the grain volume $V=4\pi a^3/3$,

$$
\int_{r>a}E^2\,dV
=8\pi B^2\int_a^\infty\frac{dr}{r^4}
=\frac{8\pi a^3}{3}E_{\rm in}^2
=2E_{\rm in}^2V .
$$

The integral of $E^2$ over the grain is $E_{\rm in}^2V$, half as much. To connect this with the permittivities, note that $\mathbf D\cdot\mathbf E=-\nabla\cdot(\phi\mathbf D)$ when $\nabla\cdot\mathbf D=0$. The integral of $\mathbf D\cdot\mathbf E$ over all space is then a surface term at infinity, which vanishes for a dipole field. Written out by region,

$$
\varepsilon_0\varepsilon_iE_{\rm in}^2V+P_sE_{\rm in}V
+2\varepsilon_0\varepsilon_mE_{\rm in}^2V=0 .
$$

Division by $E_{\rm in}V$ returns the boxed result. The weights one and two are the shares of the squared field inside and outside.

The same identity gives the energy. Let the spontaneous polarization be raised slowly from zero to $P_s$. At the stage $p$ the field is $-p/[\varepsilon_0(\varepsilon_i+2\varepsilon_m)]$, and the work done against it in the step $dp$ is the opposite of field times $V\,dp$. Integration gives

$$
W=\frac{P_s^2V}{2\varepsilon_0(\varepsilon_i+2\varepsilon_m)}
=-\frac12P_sE_{\rm in}V .
$$

By the identity, $W$ also equals $\tfrac12\varepsilon_0(\varepsilon_i+2\varepsilon_m)E_{\rm in}^2V$, the energy stored in the field and in the linear response of both media. It is even in $P_s$. Complete reversal of the polarization therefore gains no depolarizing energy. What lowers this energy is a smaller net polarization, reached by a weaker uniform polarization or by a division into domains.

The statement that $\varepsilon_i$ reduces the field holds at fixed $P_s$. Suppose instead that the total polarization $P_{\rm tot}=P_s+\varepsilon_0(\varepsilon_i-1)E_{\rm in}$ is given. Substituting $P_s=P_{\rm tot}-\varepsilon_0(\varepsilon_i-1)E_{\rm in}$ into $\varepsilon_0(\varepsilon_i+2\varepsilon_m)E_{\rm in}=-P_s$ and moving the induced term to the left gives

$$
\varepsilon_0(1+2\varepsilon_m)E_{\rm in}=-P_{\rm tot}.
$$

Now $\varepsilon_i$ is absent. There is no contradiction, since the response of the grain is already contained in $P_{\rm tot}$. Which form applies depends on which polarization is known. An ideal film that fills the space between short-circuited metal plates has no field in it, and its polarization is $P_s$.

The boundary-value problem was also solved numerically with the surface charge as the unknown. The charge was placed on 160 rings around the $z$ axis, with no assumption about its dependence on $\theta$, and the field was then summed by Coulomb's law at three interior points. The pairs $(\varepsilon_i,\varepsilon_m)$ were $(1,1)$, $(30,4)$, $(30,20)$, $(30,40)$ and $(5,40)$. The largest deviation from the formula, relative to the magnitude of the interior field, was $7.5\times10^{-8}$. Changing each permittivity by $\pm1$ about $(30,40)$ gave a slope ratio of 2.0005. The small excess over two belongs to the finite step. For $s=\varepsilon_i+2\varepsilon_m=110$, the difference quotients are proportional to $1/(s^2-1)$ for the grain and $2/(s^2-4)$ for the matrix, and their ratio is 2.0005.

For a sphere with fixed $P_s$, the uniform depolarizing field has been derived, shown to be the only solution and checked numerically; a small increase of $\varepsilon_m$ reduces it twice as much as an equal increase of $\varepsilon_i$. It remains to insert rough values for a ferroelectric hafnia grain and to examine the limits of the model, including fixed polarization, spherical shape, an unbounded matrix and the absence of free charge.
